# How excess charge in a metal decays: inertia and plasma oscillations

## What dimensions fix, and what they leave open

Suppose that a small excess charge density \(\rho\) sits inside a metal. If the metal is described by its conductivity \(\sigma\) alone, the decay time can depend on \(\sigma\) and the electric constant \(\epsilon_0\). Their one combination with the dimension of time is

\[
t_0=\frac{\epsilon_0}{\sigma}.
\]

For copper this is about \(10^{-19}\) s. The argument is sound if \(\sigma\) is all that matters, but electrons also have inertia. The simplest description with inertia contains three quantities: \(\epsilon_0\), the combination \(ne^2/m\), and the collision time \(\tau\). Here \(n\) is the density of conduction electrons, \(m\) their mass and \(-e\) their charge. Ampere, kilogram and metre cancel between the first two only in their ratio, which defines the plasma frequency:

\[
\omega_p^2=\frac{ne^2}{\epsilon_0 m}.
\]

Two times are now available, \(1/\omega_p\) and \(\tau\), so a decay time must have the form

\[
T=\tau\,f(\omega_p\tau).
\]

The steady conductivity, derived below, is \(\sigma=ne^2\tau/m=\epsilon_0\omega_p^2\tau\). Hence \(t_0=\tau/(\omega_p\tau)^2\), which is the choice \(f(x)=1/x^2\). Dimensions do not select this function. The equation of motion does, and for copper it selects another one.

## The naive law

Ohm's law \(\mathbf J=\sigma\mathbf E\), charge conservation \(\partial\rho/\partial t=-\nabla\cdot\mathbf J\) and Gauss's law \(\nabla\cdot\mathbf E=\rho/\epsilon_0\) give

\[
\frac{\partial\rho}{\partial t}=-\sigma\nabla\cdot\mathbf E=-\frac{\sigma}{\epsilon_0}\rho,
\qquad
\rho=\rho_0e^{-t/t_0}.
\]

The algebra is correct. The doubtful ingredient is Ohm's law, which describes a current that has had time to settle in a given field.

To see how long that takes, let each electron have probability \(dt/\tau\) of colliding in a short time \(dt\), with zero mean velocity just after a collision. In a field \(E\) the acceleration between collisions is \(-eE/m\). The mean velocity \(v\) therefore obeys

\[
v(t+dt)=\left(1-\frac{dt}{\tau}\right)\left(v-\frac{eE}{m}dt\right).
\]

Dropping the term in \(dt^2\) and dividing by \(dt\) gives

\[
\frac{dv}{dt}=-\frac{eE}{m}-\frac{v}{\tau}.
\]

With \(J=-nev\), multiplication by \(-ne\) yields

\[
\frac{dJ}{dt}=\frac{ne^2}{m}E-\frac{J}{\tau}.
\]

This is the Drude equation. A steady current has \(dJ/dt=0\), so \(J=(ne^2\tau/m)E=\sigma E\). If a constant field is switched on at \(t=0\), the solution that starts from \(J=0\) is

\[
J=\sigma E\left(1-e^{-t/\tau}\right).
\]

Ohm's law is reached after a few \(\tau\). A simulation of random collisions gave 0.630 of the ohmic current at \(t=\tau\), against 0.632 from this formula.

## The counter-example: a charge wave in copper

Take rough values for copper near room temperature: resistivity \(1.7\times10^{-8}\) Ω m and \(n=8.5\times10^{28}\) m\(^{-3}\), one conduction electron per atom, with the free-electron mass. Then \(\sigma=5.88\times10^7\) S/m and

\[
\tau=\frac{m\sigma}{ne^2}=2.46\times10^{-14}\ \text{s},\qquad
\omega_p=1.645\times10^{16}\ \text{rad/s},\qquad
\omega_p\tau=404.
\]

The inputs carry two figures; further digits are kept so that the arithmetic can be followed. The naive time is

\[
t_0=\frac{\tau}{(\omega_p\tau)^2}=\frac{2.46\times10^{-14}\ \text{s}}{404^2}
=1.5\times10^{-19}\ \text{s}.
\]

This is \(6\times10^{-6}\) of \(\tau\). After a time \(t_0\) in a constant field, the current has reached a fraction \(6\times10^{-6}\) of its ohmic value. The naive law needs the full ohmic current at once, so it contradicts the collision time that \(\sigma\) itself implies.

**Force on a displaced electron.** Let the electrons initially at position \(x\) be displaced by a small \(u(x,t)\) along \(x\), over a uniform positive background. Suppose that no electrons overtake one another, and that \(u\) and the field vanish at some point to the left. The displaced electrons then have as many electrons to their left as before, but an extra background layer of thickness \(u\) now also lies to their left. Its charge per area is \(+neu\). Gauss's law gives the field and the force:

\[
E=\frac{neu}{\epsilon_0},\qquad
-eE=-\frac{ne^2}{\epsilon_0}u=-m\omega_p^2u.
\]

The minus sign makes the force restoring. With the collision term, Newton's law is

\[
\ddot u+\frac{\dot u}{\tau}+\omega_p^2u=0.
\]

**From displacement to charge.** Electrons from a layer of thickness \(dx\) now occupy \((1+\partial u/\partial x)dx\). Their density is \(n/(1+\partial u/\partial x)\approx n(1-\partial u/\partial x)\) for a small gradient. Adding the background charge,

\[
\rho=en-en\left(1-\frac{\partial u}{\partial x}\right)=en\frac{\partial u}{\partial x}.
\]

To this order \(\rho\) obeys the same equation as \(u\), because differentiation with respect to \(x\) does not affect the time derivatives. A displacement proportional to \(\sin kx\) gives a charge wave proportional to \(\cos kx\), with alternating regions of positive and negative charge.

**Solution.** Inserting \(\rho\propto e^{st}\) gives

\[
s^2+\frac{s}{\tau}+\omega_p^2=0,\qquad
s=-\frac{1}{2\tau}\pm i\Omega,\qquad
\Omega=\sqrt{\omega_p^2-\frac{1}{4\tau^2}}.
\]

The square root is real because \(\omega_p\tau=404>1/2\). The general real solution is \(e^{-t/2\tau}(A\cos\Omega t+B\sin\Omega t)\). Let the electrons start at rest, so that \(\rho(0)=\rho_0\) and \(\dot\rho(0)=0\). The first condition gives \(A=\rho_0\). The second gives \(-A/(2\tau)+B\Omega=0\), hence \(B=\rho_0/(2\Omega\tau)\), and

\[
\rho(t)=\rho_0e^{-t/2\tau}\left[\cos\Omega t+\frac{\sin\Omega t}{2\Omega\tau}\right].
\]

**Reading the numbers.** The oscillation period is \(2\pi/\Omega=3.8\times10^{-16}\) s. The amplitude falls by a factor \(e\) in

\[
2\tau=4.9\times10^{-14}\ \text{s}=49\ \text{fs},
\]

which contains about 129 periods. The ratio to the naive time is

\[
\frac{2\tau}{t_0}=2(\omega_p\tau)^2=2\times404^2=3.3\times10^5.
\]

The charge density first passes through zero after \(9.6\times10^{-17}\) s, about a quarter period. That is already 635 times \(t_0\), and it is no final disappearance: the electrons are then moving and carry the density on to the opposite sign.

At the start, \(\dot\rho(0)=0\) and the equation of motion gives \(\ddot\rho(0)=-\omega_p^2\rho_0\). Hence \(\rho\approx\rho_0(1-\omega_p^2t^2/2)\) at short times. Since \(\omega_pt_0=1/(\omega_p\tau)\), the fraction lost at \(t=t_0\) is

\[
\frac{1}{2(\omega_p\tau)^2}=\frac{1}{2\times404^2}=3.1\times10^{-6}.
\]

The naive law predicts a loss of \(1-1/e\), about 63 per cent, at that moment.

## The general statement

Consider the interior of a uniform Drude metal with constant \(n\) and \(\tau\), a small excess density, and spatial variation slow enough for electron pressure and diffusion to be neglected. For copper's density this means wavelengths of about 10 nm or more: the Fermi motion of the electrons raises the frequency and the decay rate by about 0.1 per cent at 10 nm and by about 12 per cent at 1 nm. There is no applied magnetic field, and bound electrons are left out for now. Then:

1. At every interior point, \(\ddot\rho+\dot\rho/\tau+\omega_p^2\rho=0\).
2. If \(\omega_p\tau>1/2\), the charge density oscillates at \(\Omega\) and its amplitude decays at the rate \(1/(2\tau)\).
3. If \(\omega_p\tau<1/2\), it does not oscillate. For \(\omega_p\tau\ll1\), the slow decay rate approaches \(\sigma/\epsilon_0\).

**Proof of the first part.** For small disturbances, products of the excess density, the velocity and the fields they produce can be dropped. The Drude equation then holds for each vector component:

\[
\frac{\partial\mathbf J}{\partial t}=\epsilon_0\omega_p^2\mathbf E-\frac{\mathbf J}{\tau}.
\]

Differentiate charge conservation with respect to time and insert this equation:

\[
\ddot\rho=-\nabla\cdot\frac{\partial\mathbf J}{\partial t}
=-\epsilon_0\omega_p^2\nabla\cdot\mathbf E+\frac{1}{\tau}\nabla\cdot\mathbf J.
\]

Gauss's law turns the first term into \(-\omega_p^2\rho\), and charge conservation turns the second into \(-\dot\rho/\tau\). This proves the equation. The electric field was not assumed to be electrostatic: only its divergence enters, so induced magnetic fields and radiation do not change the result at this order.

The equation contains no spatial derivative, so each interior point follows its own oscillation. As the interior density dies away, any net charge must be found at the surface, where \(n\) is not uniform and the proof does not apply. The time for the surface charge to settle is a separate problem.

The second part follows from the roots found above. Other initial velocities change \(A\) and \(B\), but not the roots. As a test of the one-dimensional charge wave, charged sheets were moved under forces summed over all pairs, together with the force of the background and the friction term \(-v/\tau\), for \(\omega_p\tau=4\) and \(0.2\). The charge wave agreed with the formula to \(5\times10^{-8}\) of its initial value.

## Why the rate is half the collision rate

Multiply the equation for \(u\) by \(nm\dot u\) and collect the time derivatives:

\[
\frac{d}{dt}\left(\frac{nm\dot u^2}{2}+\frac{nm\omega_p^2u^2}{2}\right)
=-\frac{nm\dot u^2}{\tau}.
\]

The first term in the bracket is the kinetic energy density \(K\) of the mean motion. The second is the field energy density, since \(\epsilon_0E^2/2=n^2e^2u^2/(2\epsilon_0)=nm\omega_p^2u^2/2\). Calling their sum \(W\), we have \(\dot W=-2K/\tau\).

Collisions remove kinetic energy but do not act on the field energy. In a weakly damped oscillation, \(K\) averages to \(W/2\) over a cycle, so \(W\) decays at the rate \(1/\tau\). Energy is proportional to amplitude squared, and the amplitude therefore decays at \(1/(2\tau)\). For copper, numerical integration over one cycle gave a kinetic share of 0.50 and an energy loss of 1.5 per cent, in agreement with \(1-e^{-2\pi/(\Omega\tau)}\).

## Is the decay slower in a better conductor?

The answer depends on why the conductor is better. In the oscillating regime the decay time is \(2\tau\), while \(\sigma=ne^2\tau/m\) also contains \(n\).

If \(\tau\) becomes ten times longer at fixed \(n\), the decay time rises from \(4.9\times10^{-14}\) s to \(4.9\times10^{-13}\) s. The naive time moves the other way, from \(1.5\times10^{-19}\) s to \(1.5\times10^{-20}\) s. Fewer collisions help a steady current, but they also leave the oscillation with less friction. This scaling holds only while these collisions are the sole damping. In the bound-electron model of the last section, with widths of 20 eV, a tenfold \(\tau\) lengthens the slowest decay by only about 2 per cent.

If instead \(n\) is doubled at fixed \(\tau\), the conductivity doubles and the naive time halves, yet the decay time stays at \(4.9\times10^{-14}\) s. The charge oscillates faster, but its amplitude dies no sooner.

## The regime where the naive law works

For \(\omega_p\tau<1/2\) both roots are real and negative. Write them as \(s=-\Gamma_\pm\), with

\[
\Gamma_\pm=\frac{1\pm q}{2\tau},\qquad q=\sqrt{1-4\omega_p^2\tau^2}.
\]

The smaller rate governs late times. Multiplying its numerator and denominator by \(1+q\), and using \(1-q^2=4\omega_p^2\tau^2\), gives

\[
\Gamma_-=\frac{1-q^2}{2\tau(1+q)}
=\frac{2\omega_p^2\tau}{1+q}
=\frac{\sigma}{\epsilon_0}\,\frac{2}{1+q}.
\]

When \(\omega_p\tau\ll1\), \(q\) approaches 1 and \(\Gamma_-\) approaches \(\sigma/\epsilon_0\). The other rate approaches \(1/\tau\), which is much larger. Starting from rest, the solution is

\[
\rho(t)=\rho_0\,
\frac{\Gamma_+e^{-\Gamma_-t}-\Gamma_-e^{-\Gamma_+t}}{\Gamma_+-\Gamma_-}.
\]

It equals \(\rho_0\) at \(t=0\), and its two contributions to the initial slope cancel. The fast term is the brief adjustment of the current to the field; the naive exponential remains. Because \((\omega_p\tau)^2=\tau/t_0\), the condition for the naive law can be written as \(t_0\gg\tau\): the charge must change slowly compared with the settling of the current.

As an example, take a dilute model conductor with \(n=10^{20}\) m\(^{-3}\), \(\tau=10^{-13}\) s and the free-electron mass. Now \(\omega_p\tau=0.0564\), and

\[
t_0=\frac{10^{-13}\ \text{s}}{0.0564^2}=3.14\times10^{-11}\ \text{s}.
\]

The decay time \(1/\Gamma_-\) is \(3.13\times10^{-11}\) s, shorter by 0.3 per cent. Doubling \(\tau\) reduces it to \(1.55\times10^{-11}\) s. Here the better conductor does lose its charge faster. These times neglect diffusion, which requires wavelengths far above the Debye length, 0.12 µm at 300 K. For \(\tau=10^{-13}\) s, diffusion shortens the decay time by 0.6 per cent at a wavelength of 10 µm and to \(2.0\times10^{-11}\) s at 1 µm.

The two trends meet at \(\omega_p\tau=1/2\). At fixed \(n\), an increase of \(\tau\) below this point raises the numerator of \(2\omega_p^2\tau/(1+q)\) and lowers its denominator, so the rate grows. Above the point, the rate \(1/(2\tau)\) falls. The largest rate of the slowest mode is therefore \(1/(2\tau)=\omega_p\), reached at the meeting point. At copper's electron density this gives a decay time of \(6.1\times10^{-17}\) s. This is a late-time rate. The two roots coincide there, so \(\rho=\rho_0(1+\omega_pt)e^{-\omega_pt}\), which reaches \(\rho_0/e\) only at \(2.15/\omega_p=1.3\times10^{-16}\) s, and a fixed level such as \(0.1\rho_0\) is reached for good sooner at a somewhat larger \(\tau\). Within the Drude model, no choice of \(\tau\) brings the decay time of that mode below this value, which is 404 times the naive time for copper.

## Bound electrons and real copper

The 49 fs found above is a Drude result, not a prediction of the lifetime in real copper. It also depends on the assumed mass: at the same \(\sigma\) and \(n\), an effective mass of \(1.45\,m\) would give \(2\tau=71\) fs and \(\hbar\omega_p=9.0\) eV, with \(t_0\) unchanged. The plasma energy \(\hbar\omega_p\) is 10.8 eV for the inputs used, and at such energies electrons from filled bands also respond and absorb. Their absorption adds damping that the steady resistivity does not reveal. It remains to be shown that they cannot rescue the naive time.

Let a charge density \(\rho_0>0\) be inserted suddenly at \(t=0\) and held fixed, with all electrons initially at rest. Describe the electrons by groups \(j\), with density \(n_j\), resonance frequency \(\omega_j\) and damping rate \(\gamma_j\). The conduction group has \(\omega_j=0\) and \(\gamma_j=1/\tau\). If \(\mathbf u_j\) is the displacement of a group, its induced charge is \(\rho_j=en_j\nabla\cdot\mathbf u_j\), as in the one-dimensional case. Taking the divergence of

\[
m\ddot{\mathbf u}_j=-e\mathbf E-m\gamma_j\dot{\mathbf u}_j-m\omega_j^2\mathbf u_j
\]

and using Gauss's law gives

\[
\ddot\rho_j+\gamma_j\dot\rho_j+\omega_j^2\rho_j=-\Omega_j^2\rho,\qquad
\Omega_j^2=\frac{n_je^2}{\epsilon_0m},\qquad
\rho=\rho_0+\sum_j\rho_j.
\]

With the conduction group alone, \(\rho\) obeys the earlier equation with the same initial conditions, so this is the same problem with more electrons.

**The total charge density cannot exceed its initial size.** Define

\[
F=\frac{\rho^2}{2}+\sum_j\frac{\dot\rho_j^2+\omega_j^2\rho_j^2}{2\Omega_j^2}.
\]

Since \(\dot\rho=\sum_j\dot\rho_j\), inserting the equations of motion gives

\[
\dot F=\rho\sum_j\dot\rho_j+\sum_j\frac{\dot\rho_j(-\gamma_j\dot\rho_j-\Omega_j^2\rho)}{\Omega_j^2}
=-\sum_j\frac{\gamma_j\dot\rho_j^2}{\Omega_j^2}\le0.
\]

Initially \(F=\rho_0^2/2\), so \(|\rho|\le\rho_0\) at later times.

**Each group needs time to respond.** Let \(G_j(t)\) be the free motion of oscillator \(j\) with \(G_j(0)=0\) and \(\dot G_j(0)=1\). Damping cannot increase \(\dot G_j^2+\omega_j^2G_j^2\), which starts at 1. Hence \(|\dot G_j|\le1\) and \(|G_j|\le t\). The driven motion is a sum of such responses:

\[
\rho_j(t)=-\Omega_j^2\int_0^tG_j(t-t')\rho(t')\,dt',
\qquad
|\rho_j(t)|\le\Omega_j^2\rho_0\int_0^t(t-t')\,dt'=\frac{\Omega_j^2\rho_0t^2}{2}.
\]

Adding the groups, the screened fraction satisfies

\[
1-\frac{\rho}{\rho_0}\le\frac{\Omega_{\rm tot}^2t^2}{2},\qquad
\Omega_{\rm tot}^2=\sum_j\Omega_j^2.
\]

The resonance energies and widths have dropped out. Copper has 29 electrons per atom, one of them counted in \(n\), so \(\Omega_{\rm tot}^2=29\,\omega_p^2\). At \(t=t_0\) the screened fraction is at most \(29\times3.06\times10^{-6}=8.9\times10^{-5}\). Half the charge cannot be screened before

\[
\frac{1}{\Omega_{\rm tot}}=\frac{6.08\times10^{-17}\ \text{s}}{\sqrt{29}}
=1.1\times10^{-17}\ \text{s},
\]

which is 75 times \(t_0\). This is a lower limit within the oscillator model, not an estimate of the actual time.

To illustrate the extra damping, give 10 bound electrons a resonance at 20 eV and 18 a resonance at 200 eV, each with a width of 20 eV. These are chosen round values, not copper data. The slowest mode still oscillates, but its decay time is \(1.2\times10^{-15}\) s, about 40 times shorter than the Drude value and about 8000 times longer than \(t_0\). This mode accounts for only about 22 per cent of the initial charge. Most of the rest oscillates at about 39 eV and decays in \(7.0\times10^{-17}\) s, which is still more than 400 times \(t_0\). The decay times depend on the chosen widths: with widths of 1 eV instead of 20 eV, the slowest mode would last \(1.7\times10^{-14}\) s. In this model the bound electrons can shorten the life of the oscillation greatly, but they do not restore the naive law. The numerical output lists the slowest decay time for the 20 eV widths.

## Table of computed values

```
COPPER, rough inputs
resistivity: 1.7e-08 ohm m
conduction electron density: 8.5e+28 m^-3
conductivity sigma: 5.882e+07 S/m
collision time tau: 2.456e-14 s
plasma frequency wp: 1.645e+16 rad/s
plasma energy hbar*wp: 10.83 eV
wp*tau: 403.9
naive time eps0/sigma: 1.505e-19 s
naive time / tau: 6.129e-06
current / ohmic current after naive time: 6.129e-06
DRUDE RESULT FOR COPPER
relative shift of frequency 1-Omega/wp: 7.661e-07
oscillation period: 3.82e-16 s
amplitude decay time 2 tau: 4.912e-14 s
amplitude decay time 2 tau: 49.12 fs
decay time / naive time: 3.263e+05
periods in one decay time: 128.6
first zero of the charge: 9.558e-17 s
first zero / naive time: 635
fraction of charge lost after naive time: 3.065e-06
kinetic share of energy over one cycle: 0.5
energy lost in one cycle, fraction: 0.01543
CHANGING THE CONDUCTOR
tau x 10: naive time: 1.505e-20 s
tau x 10: decay time: 4.912e-13 s
n x 2: naive time: 7.526e-20 s
n x 2: decay time: 4.912e-14 s
wp*tau of fastest decay, from scan: 0.5
shortest decay time at this density, 1/wp: 6.08e-17 s
DILUTE MODEL CONDUCTOR
electron density: 1e+20 m^-3
collision time: 1e-13 s
wp*tau: 0.05641
naive time: 3.142e-11 s
decay time of slow mode: 3.132e-11 s
decay time of slow mode, tau x 2: 1.551e-11 s
ALL ELECTRONS, chosen resonances
bound group: 10 electrons, 20 eV, width 20 eV
bound group: 18 electrons, 200 eV, width 20 eV
screened fraction after naive time: 8.873e-05
upper bound on that fraction: 8.887e-05
earliest possible time for half screening: 1.129e-17 s
that time / naive time: 75.01
slowest decay time in this model: 1.198e-15 s
CHECKS
random collisions: current at t=tau / ohmic: 0.6296
current law at t=tau / ohmic: 0.6321
largest sheet-model deviation from formula: 4.93e-08
```
